# Counting Distinct Alloy Configurations in a Supercell with Pólya's Theorem: a program that tests the result

```python
# Result under test: the number of symmetry-distinct colourings of a supercell at
# fixed composition (n_1,...,n_k) is the coefficient of x_1^n_1 ... x_k^n_k in the
# cycle index Z_G(p_1,p_2,...), with p_l = x_1^l + ... + x_k^l.
# G: parent-lattice operations s -> R s + t that keep the superlattice, acting on
# the N supercell sites. A cycle type is a tuple of (cycle length, multiplicity).
# Sites are integer triples modulo the cell periods; for fcc and bcc the unit is
# half the conventional cubic edge. All printed numbers are dimensionless.
from collections import Counter
from itertools import combinations, permutations, product
from math import comb, factorial, gcd
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

IDENTITY = np.eye(3, dtype=int)
POINT_GROUP = [np.diag(signs) @ IDENTITY[list(axes)]
               for axes in permutations(range(3))
               for signs in product((1, -1), repeat=3)]


def build_cell(in_lattice, periods):
    sites = np.array([s for s in product(*map(range, periods)) if in_lattice(s)])
    lookup = np.full(periods, -1)
    lookup[tuple(sites.T)] = np.arange(len(sites))
    return sites, lookup


def site_permutation(cell, rotation, shift):
    sites, lookup = cell
    images = (sites @ rotation.T + np.array(shift)) % np.array(lookup.shape)
    result = lookup[tuple(images.T)]
    assert sorted(result) == list(range(len(sites)))
    return result


def supercell_group(cell):
    sites, lookup = cell
    periods = np.array(lookup.shape)
    kept = [r for r in POINT_GROUP
            if np.all((r * periods[None, :]) % periods[:, None] == 0)]
    return np.array([site_permutation(cell, r, t) for r in kept for t in sites])


def cycle_type(perm):
    perm = [int(p) for p in perm]
    seen, lengths = set(), Counter()
    for start in range(len(perm)):
        if start in seen:
            continue
        length, site = 0, start
        while site not in seen:
            seen.add(site)
            site = perm[site]
            length += 1
        lengths[length] += 1
    return tuple(sorted(lengths.items()))


def fixed_colourings(ctype, composition):
    # coefficient of the product over cycles of (x_1^l + ... + x_k^l)
    ways = {(0,) * len(composition): 1}
    for length, multiplicity in ctype:
        for _ in range(multiplicity):
            new = Counter()
            for used, number in ways.items():
                for colour, limit in enumerate(composition):
                    if used[colour] + length <= limit:
                        grown = list(used)
                        grown[colour] += length
                        new[tuple(grown)] += number
            ways = new
    return ways.get(tuple(composition), 0)


def polya_count(index, composition):
    total = sum(m * fixed_colourings(c, composition) for c, m in index.items())
    order = sum(index.values())
    assert total % order == 0
    return total // order


def all_colourings(site_count, composition):
    table = np.zeros((1, site_count), dtype=np.int8)
    for colour, number in enumerate(composition[1:], 1):
        blocks = []
        for row in table:
            free = np.flatnonzero(row == 0)
            picks = np.array(list(combinations(range(len(free)), number)), dtype=int)
            block = np.repeat(row[None, :], len(picks), axis=0)
            block[np.arange(len(picks))[:, None], free[picks]] = colour
            blocks.append(block)
        table = np.concatenate(blocks)
    return table


def explicit_orbits(table, generators):
    # orbits as connected components: edges join a colouring to its images
    size, site_count = table.shape
    weights = np.array([(int(table.max()) + 1) ** i for i in range(site_count)],
                       dtype=np.int64)
    codes = table.astype(np.int64) @ weights
    order = np.argsort(codes)
    ordered = codes[order]
    targets = []
    for g in generators:
        image = table[:, g].astype(np.int64) @ weights
        place = np.searchsorted(ordered, image)
        assert np.array_equal(ordered[place], image)
        targets.append(order[place])
    sources = np.tile(np.arange(size), len(generators))
    graph = coo_matrix((np.ones(len(sources)), (sources, np.concatenate(targets))),
                       shape=(size, size))
    return connected_components(graph, directed=False)[0]


def symmetry_generators(cell, translation):
    fourfold = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
    threefold = np.array([[0, 1, 0], [0, 0, 1], [1, 0, 0]])
    return [site_permutation(cell, r, (0, 0, 0))
            for r in (fourfold, threefold, -IDENTITY)] + \
           [site_permutation(cell, IDENTITY, translation)]


def show(ctype):
    return " ".join(f"{length}^{mult}" for length, mult in ctype)


# --- small simple cubic cell: several operations share one permutation ---
cube = build_cell(lambda s: True, (2, 2, 2))
cube_ops = supercell_group(cube)
cube_distinct = np.unique(cube_ops, axis=0)
cube_index = Counter(map(cycle_type, cube_distinct))
cube_index_ops = Counter(map(cycle_type, cube_ops))
cube_counts = []
for n in range(9):
    count = polya_count(cube_index, (8 - n, n))
    assert count == polya_count(cube_index_ops, (8 - n, n))
    assert count == explicit_orbits(all_colourings(8, (8 - n, n)),
                                    symmetry_generators(cube, (1, 0, 0)))
    cube_counts.append(count)
print("All numbers are dimensionless (counts or ratios)")
print("SC 2x2x2: sites, operations, distinct permutations:",
      len(cube[0]), len(cube_ops), len(cube_distinct))
print("SC cycle type | permutations | fixed colourings at n_B=4")
for ctype, members in sorted(cube_index.items()):
    print(f"  {show(ctype)} | {members} | {fixed_colourings(ctype, (4, 4))}")
print("SC distinct colourings, n_B=0..8:", *cube_counts, "| total", sum(cube_counts))

# --- 16-site bcc cell: complete explicit check, binary and ternary ---
bcc = build_cell(lambda s: len({x % 2 for x in s}) == 1, (4, 4, 4))
bcc_ops = supercell_group(bcc)
bcc_index = Counter(map(cycle_type, bcc_ops))
bcc_generators = symmetry_generators(bcc, (1, 1, 1))
bcc_total = 0
for n in range(17):
    found = explicit_orbits(all_colourings(16, (16 - n, n)), bcc_generators)
    assert found == polya_count(bcc_index, (16 - n, n))
    bcc_total += found
assert bcc_total * len(bcc_ops) == sum(
    m * 2 ** sum(mult for _, mult in c) for c, m in bcc_index.items())
print("BCC 16 sites: operations, binary total by explicit orbits:",
      len(bcc_ops), bcc_total)
for composition in ((12, 2, 2), (11, 3, 2)):
    table = all_colourings(16, composition)
    found = explicit_orbits(table, bcc_generators)
    assert found == polya_count(bcc_index, composition)
    print(f"BCC ternary {composition}: colourings {len(table)}, distinct {found}")
representatives = {cycle_type(p): p for p in bcc_ops}
for composition in ((8, 8), (12, 2, 2)):
    table = all_colourings(16, composition)
    for ctype, perm in representatives.items():
        direct = int(np.all(table[:, perm] == table, axis=1).sum())
        assert direct == fixed_colourings(ctype, composition)

# --- main example: 32-site fcc cell ---
fcc = build_cell(lambda s: sum(s) % 2 == 0, (4, 4, 4))
fcc_ops = supercell_group(fcc)
fcc_order = len(np.unique(fcc_ops, axis=0))
assert fcc_order == len(fcc_ops)
fcc_index = Counter(map(cycle_type, fcc_ops))
for t in fcc[0]:
    order = next(m for m in range(1, 33) if np.all((m * t) % 4 == 0))
    expected = ((order, 32 // order),)
    assert cycle_type(site_permutation(fcc, IDENTITY, t)) == expected
fcc_generators = symmetry_generators(fcc, (1, 1, 0))
for n in range(6):
    found = explicit_orbits(all_colourings(32, (32 - n, n)), fcc_generators)
    assert found == polya_count(fcc_index, (32 - n, n))
print("FCC 2x2x2 conventional: sites, operations:", len(fcc[0]), fcc_order)
print("FCC cycle type | operations | fixed colourings at n_B=16")
for ctype, members in sorted(fcc_index.items()):
    print(f"  {show(ctype)} | {members} | {fixed_colourings(ctype, (16, 16))}")
fcc_counts = [polya_count(fcc_index, (32 - n, n)) for n in range(33)]
fcc_total_numerator = sum(m * 2 ** sum(mult for _, mult in c)
                          for c, m in fcc_index.items())
assert sum(fcc_counts) * fcc_order == fcc_total_numerator
print("FCC n_B | all colourings | distinct | all/|G| | distinct*|G|/all")
for n in (1, 2, 3, 4, 5, 8, 12, 16):
    raw = comb(32, n)
    print(f"  {n} | {raw} | {fcc_counts[n]} | {raw / fcc_order:.3f} | "
          f"{fcc_counts[n] * fcc_order / raw:.5f}")
print("FCC binary, all compositions: colourings, distinct:", 2**32, sum(fcc_counts))
pair_shells = Counter(tuple(sorted(min(int(x), 4 - int(x)) for x in s))
                      for s in fcc[0] if np.any(s))
assert len(pair_shells) == fcc_counts[2]
print("FCC pair vectors (half edges): sites reached:",
      ", ".join(f"{v}:{m}" for v, m in sorted(pair_shells.items())))
ternary = (16, 8, 8)
ternary_raw = factorial(32) // (factorial(16) * factorial(8) ** 2)
print(f"FCC ternary {ternary}: colourings {ternary_raw}, "
      f"distinct {polya_count(fcc_index, ternary)}")

# --- elongated cell: orbits of the cell's group against distinct crystals ---
slab = build_cell(lambda s: True, (4, 2, 1))
slab_ops = supercell_group(slab)
slab_index = Counter(map(cycle_type, slab_ops))
slab_shifts = [site_permutation(slab, IDENTITY, t) for t in slab[0] if np.any(t)]
big = build_cell(lambda s: True, (4, 4, 4))
big_ops = supercell_group(big)
embedding = slab[1][tuple((big[0] % np.array((4, 2, 1))).T)]


def canonical(colouring, group):
    packed = np.packbits(colouring.astype(bool)[group], axis=1)
    return min(row.tobytes() for row in packed)


print("SC 4x2x1: operations, distinct permutations:",
      len(slab_ops), len(np.unique(slab_ops, axis=0)))
print("SC 4x2x1 n_B | Polya count | distinct crystals | primitive crystals")
for n in range(9):
    classes, crystals = set(), set()
    primitive_classes, primitive_crystals = set(), set()
    for colouring in all_colourings(8, (8 - n, n)):
        in_cell = canonical(colouring, slab_ops)
        in_space = canonical(colouring[embedding], big_ops)
        classes.add(in_cell)
        crystals.add(in_space)
        if not any(np.array_equal(colouring[t], colouring) for t in slab_shifts):
            primitive_classes.add(in_cell)
            primitive_crystals.add(in_space)
    count = polya_count(slab_index, (8 - n, n))
    assert len(classes) == count
    assert len(primitive_classes) == len(primitive_crystals)
    if gcd(8 - n, n) == 1:
        assert count == len(crystals) == len(primitive_crystals)
    if n == 4:
        assert count > len(crystals)
        stripes_x = (slab[0][:, 0] % 2).astype(np.int8)
        stripes_y = (slab[0][:, 1] % 2).astype(np.int8)
        assert canonical(stripes_x, slab_ops) != canonical(stripes_y, slab_ops)
        assert canonical(stripes_x[embedding], big_ops) == \
            canonical(stripes_y[embedding], big_ops)
    if 1 <= n <= 4:
        print(f"  {n} | {count} | {len(crystals)} | {len(primitive_crystals)}")

print("verified")
```

Running it gives:

```
All numbers are dimensionless (counts or ratios)
SC 2x2x2: sites, operations, distinct permutations: 8 384 48
SC cycle type | permutations | fixed colourings at n_B=4
  1^2 3^2 | 8 | 4
  1^4 2^2 | 6 | 14
  1^8 | 1 | 70
  2^1 6^1 | 8 | 0
  2^4 | 13 | 6
  4^2 | 12 | 2
SC distinct colourings, n_B=0..8: 1 1 3 3 6 3 3 1 1 | total 22
BCC 16 sites: operations, binary total by explicit orbits: 768 331
BCC ternary (12, 2, 2): colourings 10920, distinct 50
BCC ternary (11, 3, 2): colourings 43680, distinct 120
FCC 2x2x2 conventional: sites, operations: 32 1536
FCC cycle type | operations | fixed colourings at n_B=16
  1^2 3^2 6^4 | 128 | 24
  1^2 3^10 | 128 | 504
  1^4 2^2 4^6 | 96 | 310
  1^8 2^12 | 64 | 110022
  1^16 2^8 | 6 | 1901638
  1^32 | 1 | 601080390
  2^1 6^5 | 256 | 0
  2^4 4^6 | 96 | 150
  2^16 | 137 | 12870
  4^8 | 432 | 70
  8^4 | 192 | 6
FCC n_B | all colourings | distinct | all/|G| | distinct*|G|/all
  1 | 32 | 1 | 0.021 | 48.00000
  2 | 496 | 5 | 0.323 | 15.48387
  3 | 4960 | 14 | 3.229 | 4.33548
  4 | 35960 | 71 | 23.411 | 3.03270
  5 | 201376 | 223 | 131.104 | 1.70094
  8 | 10518300 | 8043 | 6847.852 | 1.17453
  12 | 225792840 | 154379 | 147000.547 | 1.05019
  16 | 601080390 | 404582 | 391328.379 | 1.03387
FCC binary, all compositions: colourings, distinct: 4294967296 2912042
FCC pair vectors (half edges): sites reached: (0, 0, 2):3, (0, 1, 1):12, (0, 2, 2):3, (1, 1, 2):12, (2, 2, 2):1
FCC ternary (16, 8, 8): colourings 7735904619300, distinct 5043045954
SC 4x2x1: operations, distinct permutations: 64 16
SC 4x2x1 n_B | Polya count | distinct crystals | primitive crystals
  1 | 1 | 1 | 1
  2 | 5 | 5 | 2
  3 | 5 | 5 | 5
  4 | 10 | 9 | 5
verified
```
